# Thermodynamic overpotential and pH in sequential proton and electron transfer

## Sequential proton and electron transfer on the reversible hydrogen scale

A free-energy diagram built with the computational hydrogen electrode requires a decision at each step: whether the proton and the electron are added together, or whether the charged species formed by the electron alone is entered as a state of its own. With the first choice the diagram on the reversible hydrogen scale does not depend on pH. With the second it does, and the calculation must supply the pKa of the intermediate and name a pH. The claim examined here is that the thermodynamic overpotential is then optimal at pH = pKa. It holds for the definition given below, which compares only states with different electron counts and exists on both sides of pKa, and the optimum is then unique when the protonated intermediate is bound optimally.

### Model and step free energies

One site reduces A by two electrons and two protons:

1. $\mathrm{A} + e^- \to \mathrm{A}^-$, electron transfer, standard potential $U_1$ on the standard hydrogen (SHE) scale;
2. $\mathrm{A}^- + \mathrm{H}^+ \to \mathrm{AH}$, proton transfer;
3. $\mathrm{AH} + \mathrm{H}^+ + e^- \to \mathrm{AH_2}$, concerted, standard potential $U_3$ at pH 0.

Step 3 includes the release of AH₂ and the binding of a fresh A, both from reservoirs at unit activity, so that it returns the site to its first state. Activities are ideal, sites do not interact, and $U_1$, $U_3$ and pKa depend neither on potential nor on pH. Potentials are in V and energies in eV; $e>0$ is the elementary charge and $\kappa = kT\ln 10$.

The zero of energy is set by $\tfrac12\mu(\mathrm{H_2}) = \mu^\circ(\mathrm{H^+}) = 0$. Then $\mu(e^-) = -eU_{\rm SHE}$ and $\mu(\mathrm{H^+}) = kT\ln 10^{-\mathrm{pH}} = -\kappa\,\mathrm{pH}$. The reversible (RHE) potential $U$ is defined by $\mu(\mathrm{H^+}) + \mu(e^-) = -eU$, which gives

$$eU_{\rm SHE} = eU - \kappa\,\mathrm{pH}. \tag{1}$$

Step 1 consumes an electron, so $\Delta G_1 = G^\circ(\mathrm{A^-}) - G^\circ(\mathrm{A}) + eU_{\rm SHE}$. It vanishes at $U_{\rm SHE} = U_1$, and (1) turns it into

$$\Delta G_1 = e(U_{\rm SHE} - U_1) = e(U - U_1) - \kappa\,\mathrm{pH}. \tag{2}$$

The dissociation $\mathrm{AH} \to \mathrm{A^-} + \mathrm{H^+}$ has the standard free energy $-kT\ln K_a = \kappa\,\mathrm{p}K_a$, so $G^\circ(\mathrm{AH}) - G^\circ(\mathrm{A^-}) = -\kappa\,\mathrm{p}K_a$. Step 2 consumes a proton, which adds $-\mu(\mathrm{H^+}) = +\kappa\,\mathrm{pH}$:

$$\Delta G_2 = -\delta, \qquad \delta \equiv \kappa(\mathrm{p}K_a - \mathrm{pH}). \tag{3}$$

Step 3 consumes the pair, whose chemical potential is $-eU$. At pH 0 the two scales coincide, so

$$\Delta G_3 = e(U - U_3). \tag{4}$$

In the sum $\Delta G_1 + \Delta G_2 = e(U - U_1) - \kappa\,\mathrm{p}K_a$ the pH cancels. The couple A/AH therefore has the RHE potential $U_c = U_1 + \kappa\,\mathrm{p}K_a/e$. The sum of all three steps is $e(2U - U_c - U_3)$, which vanishes at

$$U_{\rm eq} = \tfrac12\left(U_1 + \kappa\,\mathrm{p}K_a/e + U_3\right), \tag{5}$$

independent of pH. Define the overpotential for reduction $\eta = U_{\rm eq} - U$ and the binding misfit $x = e(U_{\rm eq} - U_c)$, which is the free energy of AH relative to A at $U_{\rm eq}$. From (5), $U_3 = 2U_{\rm eq} - U_c = U_{\rm eq} + x/e$. Inserting $U = U_{\rm eq} - \eta$ and $eU_1 = eU_{\rm eq} - x - \kappa\,\mathrm{p}K_a$ in (2), and $U_3$ in (4),

$$\Delta G_1 = x + \delta - e\eta, \qquad \Delta G_2 = -\delta, \qquad \Delta G_3 = -x - e\eta. \tag{6}$$

The pH enters through $\delta$ alone, with opposite signs in steps 1 and 2. A diagram that merges these two steps loses it.

### Defining the overpotential

The definition used for concerted steps is the least $\eta$ at which every step is downhill. By (6) this asks for $e\eta \ge x+\delta$, $\delta \ge 0$ and $e\eta \ge -x$. The middle condition does not contain $\eta$. Hence

$$e\eta_{\rm strict} = \max(x+\delta,\,-x) \quad \text{for } \mathrm{pH} \le \mathrm{p}K_a, \tag{7}$$

and for pH > pKa no potential satisfies the definition, because step 2 moves no electron. On its domain (7) does not decrease with $\delta$, so it is smallest, $|x|$, at pH = pKa. That point is the edge of the domain, however, and the definition gives no finite measure of the penalty on the alkaline side.

A definition that exists at every pH compares only states between which the potential has leverage: $\eta_T$ is the least $\eta$ at which every state lies at or below every earlier state that holds fewer transferred electrons. The levels follow by summing (6):

$$G_{\rm A} = 0,\quad G_{\rm A^-} = x+\delta-e\eta,\quad G_{\rm AH} = x - e\eta,\quad G_{\rm A'} = -2e\eta, \tag{8}$$

where A′ is the start of the next cycle. The electron counts are 0, 1, 1, 2, and the pattern repeats with a drop of $2e\eta$ per cycle. Four kinds of pair differ by one electron, and each gives a condition:

$$\begin{aligned} \mathrm{A\to A^-}&:\ e\eta \ge x+\delta, & \mathrm{A\to AH}&:\ e\eta \ge x,\\ \mathrm{A^-\to A'}&:\ e\eta \ge -x-\delta, & \mathrm{AH\to A'}&:\ e\eta \ge -x. \end{aligned} \tag{9}$$

The third, for example, is $G_{\rm A'} - G_{\rm A^-} = -x-\delta-e\eta \le 0$. A pair that differs by $n \ge 2$ electrons adds nothing: choosing one state at each intermediate electron count writes its level difference as a sum of $n$ one-electron differences, each of them non-positive when (9) holds. The first and third conditions combine to $e\eta \ge |x+\delta|$, the second and fourth to $e\eta \ge |x|$, so

$$e\eta_T = \max\left(|x|,\ |x+\delta|\right). \tag{10}$$

For $\delta \ge 0$ one has $x+\delta \ge x$ and $-x \ge -x-\delta$, so the largest of the four right-hand sides in (9) is $\max(x+\delta,-x)$: equation (10) coincides with (7) wherever (7) exists. For the reverse, oxidative cycle every level difference at $U_{\rm eq}$ changes sign, the set of four right-hand sides maps onto itself, and (10) holds for $U - U_{\rm eq}$.

### The optimum in pH

Equation (10) gives $e\eta_T \ge |x|$, with equality at $\delta = 0$. At fixed catalyst, pH = pKa is therefore a minimiser of $\eta_T$ for every $x$. This depends on the definition. The largest step at $U_{\rm eq}$, $\max(x+\delta,-\delta,-x)$, also exists at every pH, and for $x>0$ it is least, $x/2$, at $\delta=-x/2$, that is at $\mathrm{pH} = \mathrm{p}K_a + x/2\kappa$. The full set of minimisers is fixed by $|x+\delta| \le |x|$. Squaring gives $\delta(\delta+2x) \le 0$, so $\delta$ lies between $0$ and $-2x$, and by (3)

$$\mathrm{pH} \text{ lies between } \mathrm{p}K_a \text{ and } \mathrm{p}K_a + 2x/\kappa. \tag{11}$$

For $x \neq 0$ the optimum is a plateau of height $|x|/e$ with pKa at one edge. It extends to the alkaline side for weak binding ($x>0$) and to the acid side for strong binding. On the plateau a pair involving AH limits, and the level of A⁻ does not enter $\eta_T$; it still affects the rate, as the worked example shows. For $x=0$ the interval shrinks to a point and

$$e\eta_T = \kappa\,|\mathrm{pH} - \mathrm{p}K_a|. \tag{12}$$

The two arms have different origins. Below pKa the anion lies above AH by $\delta$ and the first electron has to reach it, because the model excludes the concerted step $\mathrm{A} + \mathrm{H^+} + e^- \to \mathrm{AH}$; where that step is open it bypasses A⁻ and this arm is lost. Above pKa the anion lies below AH by $|\delta|$, and the second electron has to pay for lifting the site out of it.

A change of catalyst cannot bring $\eta_T$ to zero away from pKa if it shifts A⁻ and AH together, that is, if it changes $x$ at fixed pKa. A maximum is at least the mean, and the triangle inequality bounds the mean:

$$e\eta_T \ge \tfrac12\left(|x| + |x+\delta|\right) \ge \tfrac12|\delta|. \tag{13}$$

Both inequalities are equalities when $x$ and $x+\delta$ have equal size and opposite sign, which is $x = -\delta/2$. The best catalyst at a given pH thus has $e\eta_T = |\delta|/2$, and $\eta_T = 0$ requires both $x=0$ and pH = pKa. If a catalyst stabilises A⁻ and AH differently, pKa is itself a design variable and (10) still holds. At fixed $x$, bringing pKa to the working pH is then optimal, and $\eta_T = 0$ is reachable when the two levels can be set independently. If they are tied to each other, matching pKa to pH need not be best: for $x+\delta = 0.3\ \mathrm{eV} + x/2$, $\delta = 0$ requires $x = 0.6$ eV and gives $e\eta_T = 0.6$ eV, whereas $x = -0.2$ eV gives $\max(0.2,\,0.2) = 0.2$ eV with $\delta = 0.4$ eV.

The second electron is needed for the alkaline arm. For the single couple $\mathrm{A} + \mathrm{H^+} + e^- \to \mathrm{AH}$, with $\eta$ measured from $U_c$, the levels are $0$, $\delta - e\eta$ and $-e\eta$, the two conditions are $e\eta \ge \delta$ and $e\eta \ge 0$, and $e\eta_T = \max(\delta, 0)$, which is zero at every pH ≥ pKa. The V-shaped quantity in that case is the largest step at $U_c$, $\max(\delta,-\delta) = |\delta|$, whose alkaline arm is a chemical step and not an overpotential. Above pKa the product is mostly A⁻. In equilibrium $\theta_{\rm AH}/\theta_{\rm A} = e^{-e(U-U_c)/kT}$ and $\theta_{\rm A^-}/\theta_{\rm AH} = 10^{\mathrm{pH}-\mathrm{p}K_a}$, and half of A is reduced when $\theta_{\rm AH} + \theta_{\rm A^-} = \theta_{\rm A}$, at

$$U_{1/2} = U_c + \frac{kT}{e}\ln\left(1 + 10^{\mathrm{pH}-\mathrm{p}K_a}\right). \tag{14}$$

For pH well above pKa this tends to $U_1 + \kappa\,\mathrm{pH}/e$, the A/A⁻ potential on the RHE scale.

### Relation to rates

$\eta_T$ is a property of the level diagram and not a threshold for current. A rate model shows how much of (12) survives. Steps 1 and 3 are given Butler–Volmer rate constants with one transfer coefficient $a$,

$$k_i^{f} = k_i\,e^{-a\Delta G_i/kT}, \qquad k_i^{b} = k_i\,e^{(1-a)\Delta G_i/kT}, \qquad i = 1, 3, \tag{15}$$

with prefactors independent of pH. By (4) step 3 is then independent of pH at fixed RHE potential; this is an assumption about the proton donor. Step 2 is first taken as equilibrated. With $s = \delta/kT$, the ratio $\theta_{\rm A^-}/\theta_{\rm AH}$ is $e^{-s}$, so the fraction of AH in the pool P = {A⁻, AH} is $f = 1/(1+e^{-s})$, and $(1-f)/f = e^{-s}$. Only A⁻ can return by step 1 and only AH can proceed by step 3, so the effective constants are $u_1 = k_1^f$, $w_1 = k_1^b(1-f)$, $u_3 = k_3^f f$, $w_3 = k_3^b$. The steady state $(u_1+w_3)\theta_{\rm A} = (w_1+u_3)\theta_{\rm P}$ with $\theta_{\rm A}+\theta_{\rm P} = 1$ gives $\theta_{\rm A} = (w_1+u_3)/\Sigma$ and $\theta_{\rm P} = (u_1+w_3)/\Sigma$, where $\Sigma = u_1+w_1+u_3+w_3$. In the turnover frequency $J = u_1\theta_{\rm A} - w_1\theta_{\rm P}$ the terms $u_1w_1$ cancel:

$$J = \frac{u_1u_3 - w_1w_3}{u_1+w_1+u_3+w_3}. \tag{16}$$

Let $h = e\eta/kT$ and $q = e^{-h}$. From (15) and (6), $w_1w_3/u_1u_3 = e^{(\Delta G_1+\Delta G_3)/kT}e^{-s} = e^{s-2h}e^{-s} = q^2$. The numerator of (16) is $u_1u_3(1-q^2)$, positive for any $\eta>0$, so current flows below $\eta_T$ as well. Now set $x=0$. Then $u_1 = k_1e^{-a(s-h)}$, $u_3 = k_3fe^{ah}$, $w_1/u_1 = e^{s}q(1-f)$ and $w_3/u_3 = q/f$. The four terms of $\Sigma/u_1u_3$ are

$$\frac{1}{u_1} = \frac{e^{as}e^{-ah}}{k_1},\quad \frac{1}{u_3} = \frac{(1+e^{-s})e^{-ah}}{k_3},\quad \frac{w_1}{u_1u_3} = \frac{q\,e^{-ah}}{k_3},\quad \frac{w_3}{u_1u_3} = \frac{q(1+e^{-s})}{u_1},$$

where the third uses $e^{s}(1-f)/f = 1$. Collecting them,

$$\frac{(1-q^2)\,e^{ah}}{J} = \frac{e^{as}}{k_1}\left[1 + q(1+e^{-s})\right] + \frac{1+q+e^{-s}}{k_3}. \tag{17}$$

At fixed $s$ the right side falls and $(1-q^2)e^{ah}$ rises as $h$ grows, so $J$ increases monotonically with $\eta$. For $k_1 = k_3 = k$ this allows a kinetic overpotential $\eta_K$ to be defined by $J = k$. Far below pKa ($s \gg 1$) $q$ and $e^{-s}$ are negligible, and (17) becomes $e^{ah} \simeq e^{as}+1$. Far above pKa the term $e^{-s} = e^{|s|}$ dominates and $e^{ah} \simeq e^{|s|}+1$. Taking logarithms,

$$e\eta_K \simeq \delta + \frac{kT}{a}\ln(1+e^{-as})\ \ (s \gg 1), \qquad e\eta_K \simeq \frac{|\delta|}{a} + \frac{kT}{a}\ln(1+e^{-|s|})\ \ (s \ll -1). \tag{18}$$

On the acid side $\eta_K$ approaches $\eta_T$. On the alkaline side it approaches $\eta_T/a$: the AH fraction falls tenfold per pH unit, and step 3 recovers a factor of ten for every $\kappa/ae$ of potential. A threshold $J = \tau k$ adds the constant $(kT/a)\ln\tau$ to both asymptotes and leaves the slopes unchanged. The acid asymptote requires that A⁻ cannot be bypassed. With a parallel concerted step A → AH of prefactor $k$ and $a=\tfrac12$, far below pKa $J \to k\sinh(h/2)$, so $\eta_K$ levels off at $2(kT/e)\,\mathrm{arsinh}\,1$, 0.045 V at 298 K, while the alkaline asymptote remains.

At fixed $\eta$ the best pH minimises the right side of (17). It is a sum of exponentials of $s$ with positive coefficients, hence convex, and it grows at both ends, so the minimum is unique. For $a = \tfrac12$, $k_1 = k_3$ and $y = e^{s/2}$ it is proportional to $(1+q)y + q/y + y^{-2} + 1 + q$. Setting the derivative $(1+q) - q/y^2 - 2/y^3$ to zero and multiplying by $y^3$,

$$(1+q)y^3 - qy - 2 = 0, \qquad \mathrm{pH} - \mathrm{p}K_a = -\frac{s}{\ln 10} = -2\log_{10}y. \tag{19}$$

The cubic equals $-1$ at $y=1$, so its positive root exceeds 1 and the optimum lies below pKa. Written as $y^3 - 2 + q(y^3-y)$ it increases with $q$ for $y>1$, so the root falls monotonically from $2^{1/3}$ at $q=0$ as $q$ rises to 1. At large $\eta$, where $q(1+e^{-s}) \ll 1$, any $a$ and any prefactors can be treated: the $s$-dependent part is $e^{as}/k_1 + e^{-s}/k_3$, stationary when $ae^{as}/k_1 = e^{-s}/k_3$, that is $e^{(1+a)s} = k_1/ak_3$, and

$$\mathrm{pH}_{\rm opt} = \mathrm{p}K_a - \frac{1}{1+a}\log_{10}\frac{k_1}{a\,k_3}. \tag{20}$$

In this large-$\eta$ regime each decade in $k_1/k_3$ moves the rate maximum by $1/(1+a)$ pH units, an effect absent from the level diagram. Near equilibrium the shift is smaller: for $a=\tfrac12$ and $\eta = 0.05$ V it ranges from 0.38 to 0.66 per decade as $k_1/k_3$ goes from 0.01 to 100.

The equilibrium of step 2 fails when protonation is slow. Let $k_2^b = k_p$ and $k_2^f = k_p10^{\mathrm{p}K_a-\mathrm{pH}}$, whose ratio satisfies (3); the form describes H⁺ as the sole donor. Since $J = k_2^f\theta_{\rm A^-} - k_2^b\theta_{\rm AH}$ and $\theta_{\rm A^-} \le 1$, the bound $J \le k_2^f$ holds at any potential. When steps 1 and 3 are irreversible, $\theta_{\rm A} = J/k_1^f$, $\theta_{\rm AH} = J/k_3^f$ and $\theta_{\rm A^-} = (J + k_p\theta_{\rm AH})/k_2^f$, and the sum of the three equals one:

$$\frac1J = \frac{1}{k_1^f} + \frac{1}{k_2^f} + \frac{1}{k_3^f} + \frac{k_p}{k_2^fk_3^f}. \tag{21}$$

As $\eta$ grows, $k_1^f$ and $k_3^f$ diverge and $J \to k_2^f$. If $k_2^f < k$, that is for $\mathrm{pH} > \mathrm{p}K_a + \log_{10}(k_p/k)$, $\eta_K$ does not exist. As in the failure of (7), the cause is a step on which the potential has no leverage, but the threshold depends on $k_p/k$ and lies at pKa only for $k_p = k$.

A maximum near pKa also arises for a dissolved acid AH oxidised through its anion. Take a fixed total concentration, acid–base equilibrium, no depletion at the electrode, AH itself inactive, and the anodic Tafel regime with coefficient $\alpha$. The anion fraction is $1/(1+r)$ with $r = 10^{\mathrm{p}K_a-\mathrm{pH}}$, and by (2) the rate constant $e^{\alpha\Delta G_1/kT}$ is proportional to $10^{-\alpha\,\mathrm{pH}}$ at fixed $U$. With $j \propto 10^{-\alpha\,\mathrm{pH}}/(1+r)$ and $dr/d\,\mathrm{pH} = -r\ln 10$, the derivative $d\ln j/d\,\mathrm{pH} = \ln 10\,[-\alpha + r/(1+r)]$ vanishes at $r = \alpha/(1-\alpha)$:

$$\mathrm{pH}_{\rm peak} = \mathrm{p}K_a + \log_{10}\frac{1-\alpha}{\alpha}. \tag{22}$$

The peak is at pKa only for $\alpha = \tfrac12$.

### Worked example

Take the round model parameters pKa = 5, $U_{\rm eq}$ = 0.40 V on the RHE scale, $a = \tfrac12$, $k_1 = k_3 = k$ and $T$ = 298.15 K, for which $kT$ = 0.025693 eV and $\kappa$ = 0.059159 eV (2.17 × 10⁻³ hartree). For $x=0$, $U_1 = 0.40 - 5 \times 0.059159 = 0.1042$ V on the SHE scale and $U_3 = 0.40$ V. For $x = 0.10$ eV, $U_1 = 0.0042$ V and $U_3 = 0.50$ V.

At pH 3, $\delta = 2 \times 0.059159 = 0.1183$ eV, and at pH 7, $\delta = -0.1183$ eV. For $x=0$ the steps (6) at $U_{\rm eq}$ are $+0.1183$, $-0.1183$, $0$ eV at pH 3 and $-0.1183$, $+0.1183$, $0$ eV at pH 7. Equation (12) gives $e\eta_T$ = 0.118 eV (4.35 × 10⁻³ hartree) in both cases, although (7) has no solution at pH 7. For $x = 0.10$ eV, (10) gives $\max(0.10, 0.2183) = 0.218$ eV at pH 3 and $\max(0.10, |{-0.0183}|) = 0.100$ eV at pH 7. The latter lies on the plateau (11), which runs from pH 5 to $5 + 0.20/0.059159 = 8.38$; for $x = -0.10$ eV it runs from 1.62 to 5. The plateau belongs to the level diagram and not to the rate: for $x = 0.10$ eV, setting $J = k$ in (16) gives $\eta_K$ = 0.103, 0.074, 0.140 and 0.255 V at pH 5, 6, 7 and 8. Overpotentials in the table are in V.

| pH | $\delta$/eV | $\eta_T$, $x=0$ | $\eta_T$, $x=0.10$ eV | $\eta_T$, best $x$ | $\eta_K$, $x=0$ |
|---|---|---|---|---|---|
| 1 | +0.237 | 0.237 | 0.337 | 0.118 | 0.237 |
| 3 | +0.118 | 0.118 | 0.218 | 0.059 | 0.124 |
| 5 | 0 | 0 | 0.100 | 0 | 0.061 |
| 7 | −0.118 | 0.118 | 0.100 | 0.059 | 0.237 |
| 9 | −0.237 | 0.237 | 0.137 | 0.118 | 0.473 |

The last column comes from a three-state master equation with very fast proton transfer. At pH 1, $e^{-as} = 10^{-2}$, and (18) gives $4 \times 0.059159 + 2 \times 0.025693 \times \ln 1.01 = 0.2366 + 0.0005$ V, against the computed 0.2372 V. At pH 7, $e^{-|s|} = 10^{-2}$, and (18) gives $2 \times 0.1183 + 0.0005$ V, the same sum, which is why $\eta_K$ four units below pKa matches $\eta_K$ two units above it. Eight units from pKa, a mathematical limit on the acid side, $e\eta_K/\kappa$ is 8.00 and 16.00 for $a = 0.5$, and 8.00 and $11.43 = 8/0.7$ for $a = 0.7$. At pH = pKa, $\eta_K$ is 0.061 V although $\eta_T = 0$, because a rate $J = k$ needs a finite driving force; the minimum of $\eta_K$, 0.060 V, lies 0.19 units below pKa.

Equation (19) gives $y = 1.1656$ at $\eta = 10^{-4}$ V ($q = 0.9961$), so the best pH is $2\log_{10}1.1656 = 0.13$ units below pKa. The shift is 0.19 at 0.05 V and 0.20 at 0.5 V, where $y = 1.2599 = 2^{1/3}$. Unequal prefactors matter more. At $\eta = 0.8$ V, (20) gives $-\log_{10}(10/0.3)/1.3 = -1.17$ for $a = 0.3$, $k_1/k_3 = 10$, and $-\log_{10}(0.01/0.5)/1.5 = +1.13$ for $a = 0.5$, $k_1/k_3 = 0.01$.

With $k_p = 1000\,k$ at pH 7 the bound is $k_2^f = 1000 \times 10^{-2}k = 10\,k$. At $\eta = 0.5$ V, $k_3^f = k\,e^{0.25/0.025693} \approx 1.68 \times 10^4\,k$ and $k_1^f$ is ten times larger, so (21) gives $k/J = 0.1 + (100+1+0.1)/(1.68 \times 10^4) = 0.1060$ and $J = 9.43\,k$, as computed. At 1.5 V and 2.0 V the rate is 10.00 $k$. For the single couple with $U_c$ = 0.40 V, (14) at pH 7 gives $0.40 + 0.025693\ln 101 = 0.5186$ V, close to the A/A⁻ potential of 0.5183 V. For the dissolved acid, (22) gives $\log_{10}(0.7/0.3) = +0.37$ at $\alpha = 0.3$, zero at 0.5 and $-0.37$ at 0.7.

The numerical check, whose output follows, tests (5), (7), (10), (11) and (13) against level diagrams built on the SHE scale, (14), (16), the leading terms of (18), (19), (20) and the saturation at $k_2^f$ against the master equation, and (22) against a numerical maximisation.

## Calculated quantities

```
T = 298.15 K, kT = 0.025693 eV
kappa = 0.059159 eV = 2.1741e-03 hartree
inputs: pKa = 5.0, Ueq = 0.4 V vs RHE, a = 0.5
x = 0.00 eV: U1 = 0.1042 V vs SHE, U3 = 0.4000 V vs RHE
x = 0.10 eV: U1 = 0.0042 V vs SHE, U3 = 0.5000 V vs RHE
pH delta/eV U1(RHE,x=0)/V etaT(x=0) etaT(x=.1) x_best/eV etaT(best) etaK(x=0) [V]
1 +0.2366 0.1634 0.2366 0.3366 -0.1183 0.1183 0.2372
3 +0.1183 0.2817 0.1183 0.2183 -0.0592 0.0592 0.1237
5 +0.0000 0.4000 0.0000 0.1000 -0.0000 0.0000 0.0614
7 -0.1183 0.5183 0.1183 0.1000 +0.0592 0.0592 0.2372
9 -0.2366 0.6366 0.2366 0.1366 +0.1183 0.1183 0.4733
steps at Ueq, x=0.00, pH 3: +0.1183 -0.1183 +0.0000 eV
steps at Ueq, x=0.00, pH 7: -0.1183 +0.1183 +0.0000 eV
steps at Ueq, x=0.10, pH 3: +0.2183 -0.1183 -0.1000 eV
steps at Ueq, x=0.10, pH 7: -0.0183 +0.1183 -0.1000 eV
e*etaT(x=0, pH 7) = 0.1183 eV = 4.3481e-03 hartree
single couple half-conversion at pH 7: 0.5186 V vs RHE
x=0: pH minimising etaT = 5.0000
x=+0.10 eV: plateau 0.1000 V, pH 5.000 to 8.381
x=-0.10 eV: plateau 0.1000 V, pH 1.619 to 5.000
a=0.5: etaK/kappa at pKa-8: 8.0001, at pKa+8: 16.0000
a=0.7: etaK/kappa at pKa-8: 8.0000, at pKa+8: 11.4286
a=0.5, eta=0.0001 V: q=0.9961, y=1.1656, best pH - pKa = -0.1331
a=0.5, eta=0.05 V: q=0.1428, y=1.2396, best pH - pKa = -0.1866
a=0.5, eta=0.5 V: q=3.534e-09, y=1.2599, best pH - pKa = -0.2007
eta=0.8 V, a=0.5, k1/k3=1.0: best pH - pKa = -0.2007
eta=0.8 V, a=0.3, k1/k3=10.0: best pH - pKa = -1.1714
eta=0.8 V, a=0.5, k1/k3=0.01: best pH - pKa = +1.1326
etaK minimum 0.0600 V at pH - pKa = -0.191
kp/k=1000, pH 7, eta=0.5 V: TOF/k = 9.43307
kp/k=1000, pH 7, eta=1.5 V: TOF/k = 10.00000
kp/k=1000, pH 7, eta=2.0 V: TOF/k = 10.00000
dissolved acid, alpha=0.3: peak pH - pKa = +0.3680
dissolved acid, alpha=0.5: peak pH - pKa = +0.0000
dissolved acid, alpha=0.7: peak pH - pKa = -0.3680
```
